**Burstein-Moss shift of n-type InSb with parabolic and Kane dispersion**

The program computes the shift $S=\varepsilon(k_F)+\hbar^2k_F^2/(2m_h)$ of the absorption edge, where $k_F$ is the Fermi wave number, $\varepsilon$ the electron energy above the conduction edge and $m_h$ the heavy-hole mass. At $10^{18}$ cm$^{-3}$ and a gap of 0.24 eV, the output gives 0.270 eV for the parabolic band and 0.166 eV for the two-band Kane model. It asserts that filling the states of a finite box one by one reproduces both thresholds within 1%. An eight-band matrix, diagonalized along a general direction, is used to test the two-band dispersion, the Fermi-level mass, the density exponent and the finite-splitting cubic equation. With a spin-orbit splitting of 0.8 eV the shift is 0.174 eV, and the program asserts that the light-hole threshold lies higher. For a gap of 0.18 eV at 300 K, the chemical potentials found by quadrature are asserted to agree with the Sommerfeld expansion within 1 meV. The parabolic shift is then about twice the Kane shift.

## Numerical verification

```python
"""Burstein-Moss shift of n-type InSb: parabolic against Kane dispersion.

Result under test: absorption from the heavy-hole band starts above the gap by
    S = eps_c(kF) + hbar^2 kF^2/(2 m_h),   kF = (3 pi^2 n)^(1/3),
with eps_c = hbar^2 k^2/(2 m_c) for a parabolic band, and
    eps_c (1 + eps_c/Eg) = hbar^2 k^2/(2 m_c) for the two-band Kane model.
The parabolic electron energy is too large by the factor 1 + eps_Kane/Eg.

Symbols: n electron density, kF Fermi wave number, Eg gap, m_c band-edge
electron mass, m_h heavy-hole mass, Delta spin-orbit splitting, P Kane matrix
element, E_P = 2 m0 P^2/hbar^2, mu chemical potential from the band edge.
Internal units: eV, nm, free-electron mass m0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq

HB = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/2m0, eV nm^2
KB = const.k / const.e                                # eV/K
HC = const.h * const.c / const.e * 1e6                # eV micrometre

# Round model parameters representing InSb
density_cm = 1e18
gap, mass_c, mass_h, delta = 0.24, 0.014, 0.4, 0.8
gap_warm, temperature = 0.18, 300.0


def fermi_k(n_cm):
    return (3 * np.pi**2 * n_cm * 1e-21) ** (1 / 3)


def parabolic(k, eg, mc):
    return HB * k**2 / mc


def kane(k, eg, mc):
    return eg / 2 * (np.sqrt(1 + 4 * HB * k**2 / (mc * eg)) - 1)


def hole(k):
    return HB * k**2 / mass_h


def eight_band(k, eg, so, e_p, free_term):
    """Eigenvalues from s and p orbitals with spin, k in a general direction."""
    direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14.0)
    p = np.sqrt(e_p * HB)
    orbital = np.diag([eg, -so / 3, -so / 3, -so / 3]).astype(complex)
    orbital[0, 1:] = 1j * p * k * direction
    orbital[1:, 0] = -1j * p * k * direction
    h = np.kron(orbital, np.eye(2))
    pauli = [np.array([[0, 1], [1, 0]], complex),
             np.array([[0, -1j], [1j, 0]]),
             np.array([[1, 0], [0, -1]], complex)]
    for j in range(3):
        ang = np.zeros((4, 4), complex)
        a, b = (j + 1) % 3, (j + 2) % 3
        ang[1 + a, 1 + b] = -1j
        ang[1 + b, 1 + a] = 1j
        h += so / 3 * np.kron(ang, pauli[j])
    if free_term:
        h += HB * k**2 * np.eye(8)
    return np.linalg.eigvalsh(h)


kf = fermi_k(density_cm)
e_par, e_kane = parabolic(kf, gap, mass_c), kane(kf, gap, mass_c)
e_hole = hole(kf)
s_par, s_kane = e_par + e_hole, e_kane + e_hole

# Fill the states of a finite box one by one; find the lowest free transition.
# Tolerance: discreteness of the lattice of allowed wave vectors.
box = 600.0
ints = np.arange(-35, 36)
sq = (ints[:, None, None]**2 + ints[None, :, None]**2
      + ints[None, None, :]**2).ravel()
k_lattice = 2 * np.pi / box * np.sqrt(sq)
pairs = int(round(density_cm * 1e-21 * box**3 / 2))
for band, shift in ((parabolic, s_par), (kane, s_kane)):
    energy = band(k_lattice, gap, mass_c)
    empty = np.argsort(energy)[pairs:]
    threshold = np.min(energy[empty] + hole(k_lattice[empty]))
    assert abs(threshold / shift - 1) < 0.01

# Two-band formula against the eight-band matrix with very large Delta.
# Tolerance: remaining corrections of relative order energy/Delta.
ep_two = 1.5 * gap / mass_c


def two_band_numeric(k):
    return eight_band(k, gap, 1e4, ep_two, False)[-1] - gap


for k in (0.05, 0.15, kf, 0.6):
    assert abs(two_band_numeric(k) / kane(k, gap, mass_c) - 1) < 2e-4
assert abs(two_band_numeric(kf) * (1 + two_band_numeric(kf) / gap)
           / e_par - 1) < 3e-4

# Mass at the Fermi level and density exponent, by finite differences.
step = 1e-3
slope = (two_band_numeric(kf + step) - two_band_numeric(kf - step)) / (2 * step)
mass_fermi = mass_c * (1 + 2 * e_kane / gap)
assert abs(2 * HB * kf / slope / mass_fermi - 1) < 1e-3
x = e_kane / gap
exponent = 2 / 3 * (1 + x) / (1 + 2 * x)
up, down = (two_band_numeric(fermi_k(density_cm * f)) for f in (1.01, 1 / 1.01))
assert abs(np.log(up / down) / (2 * np.log(1.01)) - exponent) < 1e-3
e_wrong_mass = HB * kf**2 / mass_fermi
assert e_wrong_mass < e_kane < e_par

# Finite Delta with the free-electron term, same band-edge mass.
ep_full = 3 * (1 / mass_c - 1) / (2 / gap + 1 / (gap + delta))
k_small = 1e-3
edge = eight_band(k_small, gap, delta, ep_full, True)[-1] - gap
assert abs(HB * k_small**2 / edge / mass_c - 1) < 1e-4
levels = eight_band(kf, gap, delta, ep_full, True)
pk2 = ep_full * HB * kf**2
cubic = np.sort(np.roots([1, delta - gap, -gap * delta - pk2,
                          -2 * delta / 3 * pk2]).real)
assert np.allclose(levels[[0, 2, 6]], cubic + HB * kf**2, atol=1e-9)
assert np.allclose(levels[4:6], HB * kf**2, atol=1e-9)   # decoupled heavy hole
e_full = levels[-1] - gap
s_full = e_full + e_hole
s_light = levels[-1] - levels[2] - gap
assert s_light > s_full
assert abs(e_full / e_kane - 1) < 0.10
assert s_par / s_full > 1.4 and s_par / s_kane > 1.4

# Smaller gap at the same P, with thermal smearing.
mass_warm = mass_c * gap_warm / gap
kt = KB * temperature
k_grid = np.linspace(0, 1.5, 6001)


def chemical_potential(band):
    energy = band(k_grid, gap_warm, mass_warm)

    def excess(mu):
        occupation = 1 / (1 + np.exp(np.clip((energy - mu) / kt, -600, 600)))
        return trapezoid(k_grid**2 * occupation, k_grid) / np.pi**2 \
            - density_cm * 1e-21
    return brentq(excess, -0.2, 1.0)


ef_warm_par = parabolic(kf, gap_warm, mass_warm)
ef_warm_kane = kane(kf, gap_warm, mass_warm)
mu_par, mu_kane = chemical_potential(parabolic), chemical_potential(kane)
# Sommerfeld expansion; tolerance covers its higher orders in kT.
g0 = ef_warm_kane * (1 + ef_warm_kane / gap_warm)
g1, g2 = 1 + 2 * ef_warm_kane / gap_warm, 2 / gap_warm
mu_series = ef_warm_kane - np.pi**2 / 6 * kt**2 * (g1 / (2 * g0) + g2 / g1)
assert abs(mu_series - mu_kane) < 1e-3
assert abs(ef_warm_par - np.pi**2 / 12 * kt**2 / ef_warm_par - mu_par) < 1e-3
# Hole energy at the wave number where the conduction energy equals mu
s_warm_par = mu_par + mu_par * mass_warm / mass_h
s_warm_kane = mu_kane + mu_kane * (1 + mu_kane / gap_warm) * mass_warm / mass_h
k_half = brentq(lambda k: kane(k, gap_warm, mass_warm) - mu_kane, 0, 1)
assert abs(mu_kane + hole(k_half) - s_warm_kane) < 1e-9
assert s_warm_par / s_warm_kane > 1.4

print(f"Electron density: {density_cm:.1e} cm^-3")
print(f"Gap, low temperature: {gap:.2f} eV")
print(f"Band-edge electron mass: {mass_c:.3f} m0")
print(f"Heavy-hole mass: {mass_h:.1f} m0")
print(f"Spin-orbit splitting: {delta:.1f} eV")
print(f"hbar^2/(2 m0): {HB:.5f} eV nm^2")
print(f"Fermi wave number: {kf:.4f} nm^-1")
print(f"Free-electron energy at kF: {HB * kf**2:.6f} eV")
print(f"Electron energy, parabolic: {e_par:.4f} eV")
print(f"Electron energy, two-band Kane: {e_kane:.4f} eV")
print(f"Heavy-hole energy at kF: {e_hole:.4f} eV")
print(f"Shift, parabolic: {s_par:.4f} eV")
print(f"Shift, two-band Kane: {s_kane:.4f} eV")
print(f"Difference of the two shifts: {s_par - s_kane:.4f} eV")
print(f"Overshoot factor, electron part: {e_par / e_kane:.3f}")
print(f"Overshoot factor, whole shift: {s_par / s_kane:.3f}")
print(f"Edge, undoped: {gap:.4f} eV = {HC / gap:.2f} micrometre")
for name, s in (("parabolic", s_par), ("two-band Kane", s_kane)):
    print(f"Edge, {name}: {gap + s:.4f} eV = {HC / (gap + s):.2f} micrometre")
print(f"Mass at Fermi level, Kane: {mass_fermi:.4f} m0")
print(f"Parabolic energy with that mass: {e_wrong_mass:.4f} eV")
print(f"Local density exponent, Kane: {exponent:.3f}")
print(f"E_P, two-band model: {ep_two:.2f} eV")
print(f"E_P, finite Delta: {ep_full:.2f} eV")
print(f"Electron energy, finite Delta: {e_full:.4f} eV")
print(f"Shift, finite Delta: {s_full:.4f} eV")
print(f"Overshoot over finite-Delta shift: {s_par / s_full:.3f}")
print(f"Light-hole threshold above gap, finite Delta: {s_light:.4f} eV")
for n_cm in (1e16, 1e17, 1e18):
    q = fermi_k(n_cm)
    a, b = (f(q, gap, mass_c) + hole(q) for f in (parabolic, kane))
    print(f"n = {n_cm:.0e} cm^-3: shift parabolic {a:.4f} eV, "
          f"Kane {b:.4f} eV, ratio {a / b:.3f}")
print(f"Warm case: gap {gap_warm:.2f} eV, temperature {temperature:.0f} K")
print(f"Warm case, band-edge mass: {mass_warm:.4f} m0")
print(f"Warm case, kT: {kt:.4f} eV")
print(f"Warm case, sharp filling, parabolic energy: {ef_warm_par:.4f} eV")
print(f"Warm case, sharp filling, Kane energy: {ef_warm_kane:.4f} eV")
print(f"Warm case, mu parabolic: {mu_par:.4f} eV")
print(f"Warm case, mu Kane: {mu_kane:.4f} eV")
print(f"Warm case, mu Kane by Sommerfeld: {mu_series:.4f} eV")
print(f"Warm case, half-blocking shift, parabolic: {s_warm_par:.4f} eV")
print(f"Warm case, half-blocking shift, Kane: {s_warm_kane:.4f} eV")
print(f"Warm case, overshoot factor: {s_warm_par / s_warm_kane:.3f}")
print("no test failed")
```

Output:

```
Electron density: 1.0e+18 cm^-3
Gap, low temperature: 0.24 eV
Band-edge electron mass: 0.014 m0
Heavy-hole mass: 0.4 m0
Spin-orbit splitting: 0.8 eV
hbar^2/(2 m0): 0.03810 eV nm^2
Fermi wave number: 0.3094 nm^-1
Free-electron energy at kF: 0.003646 eV
Electron energy, parabolic: 0.2605 eV
Electron energy, two-band Kane: 0.1573 eV
Heavy-hole energy at kF: 0.0091 eV
Shift, parabolic: 0.2696 eV
Shift, two-band Kane: 0.1664 eV
Difference of the two shifts: 0.1031 eV
Overshoot factor, electron part: 1.656
Overshoot factor, whole shift: 1.620
Edge, undoped: 0.2400 eV = 5.17 micrometre
Edge, parabolic: 0.5096 eV = 2.43 micrometre
Edge, two-band Kane: 0.4064 eV = 3.05 micrometre
Mass at Fermi level, Kane: 0.0324 m0
Parabolic energy with that mass: 0.1127 eV
Local density exponent, Kane: 0.478
E_P, two-band model: 25.71 eV
E_P, finite Delta: 22.73 eV
Electron energy, finite Delta: 0.1645 eV
Shift, finite Delta: 0.1736 eV
Overshoot over finite-Delta shift: 1.553
Light-hole threshold above gap, finite Delta: 0.2941 eV
n = 1e+16 cm^-3: shift parabolic 0.0125 eV, Kane 0.0120 eV, ratio 1.046
n = 1e+17 cm^-3: shift parabolic 0.0581 eV, Kane 0.0489 eV, ratio 1.188
n = 1e+18 cm^-3: shift parabolic 0.2696 eV, Kane 0.1664 eV, ratio 1.620
Warm case: gap 0.18 eV, temperature 300 K
Warm case, band-edge mass: 0.0105 m0
Warm case, kT: 0.0259 eV
Warm case, sharp filling, parabolic energy: 0.3473 eV
Warm case, sharp filling, Kane energy: 0.1757 eV
Warm case, mu parabolic: 0.3457 eV
Warm case, mu Kane: 0.1669 eV
Warm case, mu Kane by Sommerfeld: 0.1669 eV
Warm case, half-blocking shift, parabolic: 0.3548 eV
Warm case, half-blocking shift, Kane: 0.1753 eV
Warm case, overshoot factor: 2.023
no test failed
```
